# Density of States from Chebyshev Moments and a Cosine Transform, part 1

(Sections cited here and not found follow in the second part.)

## From the matrix to its Chebyshev moments

Let $H$ be a real symmetric or Hermitian matrix of size $D\times D$ with eigenvalues $E_j$, $j=1,\dots,D$. Its density of states, counted per state, is

$$\rho_E(E)=\frac1D\sum_{j=1}^{D}\delta(E-E_j),\qquad \int\rho_E(E)\,dE=1 .$$

In a model with one orbital per site, this is the density per site and per spin direction. Choose a scale $a>0$ and a centre $b$ such that all the numbers $x_j=(E_j-b)/a$ lie strictly between $-1$ and $1$, and define

$$h=\frac{H-b}{a},\qquad \rho(x)=\frac1D\sum_j\delta(x-x_j),\qquad x=\frac{E-b}{a}.$$

Since $E-E_j=a(x-x_j)$ and $\delta(ay)=\delta(y)/a$ for $a>0$, the two densities are related by $\rho_E(E)=\rho(x)/a$. The variable $x$ and the matrix $h$ have no unit, and $\rho_E$ has the unit of an inverse energy.

The example is a closed ring of $D=600$ sites. Neighbouring sites are coupled by hoppings that alternate between $t_1$ and $t_2$, and all other matrix elements vanish. The larger hopping, called $t$, serves as the unit of energy, because atomic units have no natural role in this model. Thus $t_1=1\,t$ and $t_2=0.6\,t$.

The scale $a$ must be chosen before the eigenvalues are known. A bound on them is enough. Let $Hv=Ev$, and let $v_i$ be the component of $v$ with the largest modulus. Row $i$ of the eigenvalue equation gives

$$|E|\,|v_i|=\Big|\sum_jH_{ij}v_j\Big|\le\sum_j|H_{ij}|\,|v_j|\le|v_i|\sum_j|H_{ij}| ,$$

so no eigenvalue exceeds the largest row sum of moduli. Every row of the ring has the sum $t_1+t_2=1.6\,t$. We take $a=1.7\,t$ and $b=0$, which leaves a small margin at both ends.

The Chebyshev polynomials are defined on $[-1,1]$ by

$$T_n(\cos\theta)=\cos n\theta,\qquad 0\le\theta\le\pi .$$

Adding the formulas for $\cos(n\theta+\theta)$ and $\cos(n\theta-\theta)$ gives $\cos(n+1)\theta+\cos(n-1)\theta=2\cos\theta\cos n\theta$, that is,

$$T_{n+1}(x)=2x\,T_n(x)-T_{n-1}(x),\qquad T_0=1,\quad T_1=x .$$

This shows that $T_n$ is a polynomial of degree $n$, with leading coefficient $2^{n-1}$ for $n\ge1$. The first members needed below are $T_2=2x^2-1$, $T_3=4x^3-3x$ and $T_4=2x(4x^3-3x)-(2x^2-1)=8x^4-8x^2+1$.

On $[-1,1]$ the polynomials are bounded by 1 in modulus. Outside they are not. For $x=\cosh\eta>1$ the same recursion is solved by $T_n=\cosh n\eta$, which grows exponentially with $n$; for $x<-1$ there is an additional sign $(-1)^n$. This is why the rescaling is needed. If the ring is rescaled with $a=1.5\,t$, smaller than its largest eigenvalue, the normalized trace of $T_{100}(h)$ comes out as $1.4\times10^{14}$, whereas with a valid scale it cannot exceed 1 in modulus.

Now introduce the weight

$$w(x)=\frac{1}{\pi\sqrt{1-x^2}} .$$

With $x=\cos\theta$ we have $dx=-\sin\theta\,d\theta$ and $\sqrt{1-x^2}=\sin\theta$. The sign is absorbed by reversing the limits, and $w\,dx$ becomes $d\theta/\pi$ on $[0,\pi]$. Therefore

$$\int_{-1}^{1}w\,T_mT_n\,dx=\frac1\pi\int_0^\pi\cos m\theta\cos n\theta\,d\theta
=\frac1{2\pi}\int_0^\pi\big[\cos(m-n)\theta+\cos(m+n)\theta\big]d\theta .$$

For an integer $q\neq0$ the integral of $\cos q\theta$ is $\sin(q\pi)/q=0$, and for $q=0$ it is $\pi$. If $m\ne n$, both terms vanish. If $m=n\ge1$, the first term gives $1/2$. If $m=n=0$, both contribute and the result is 1. In one formula,

$$\int_{-1}^{1}w\,T_mT_n\,dx=\frac{1+\delta_{n0}}{2}\,\delta_{mn}.$$

We seek the density in the form $\rho(x)=w(x)\sum_nc_nT_n(x)$. Multiplying by $T_m(x)$ and integrating, without any further weight, leaves

$$\mu_m\equiv\int_{-1}^{1}\rho(x)T_m(x)\,dx=\frac{1+\delta_{m0}}{2}\,c_m ,$$

so that $c_0=\mu_0$ and $c_n=2\mu_n$ for $n\ge1$. The expansion is

$$\rho(x)=\frac{1}{\pi\sqrt{1-x^2}}\Big[\mu_0+2\sum_{n=1}^{\infty}\mu_nT_n(x)\Big].$$

The delta functions make the moments explicit. Since $T_n(h)$ has the eigenvalues $T_n(x_j)$,

$$\mu_n=\frac1D\sum_jT_n(x_j)=\frac1D\,\mathrm{Tr}\,T_n(h),\qquad \mu_0=1 .$$

The position of the weight matters here. Had we expanded $\rho=\sum_nd_nT_n$ without a prefactor, the projection would have required $\int w\rho\,T_m\,dx=\frac1D\sum_jw(x_j)T_m(x_j)$. This is the trace of a function of $h$ that is not a polynomial. With the weight in front, the coefficients are traces of polynomials, and these need nothing but products of $h$ with vectors.

The derivation has so far assumed that an expansion exists. Its meaning has to be established, because the left side is a sum of delta functions. Take a smooth function $f(x)$ and set $F(\theta)=f(\cos\theta)$. Continued to all $\theta$, $F$ is even, smooth and periodic with period $2\pi$, so it has a cosine series

$$f(x)=f_0+2\sum_{n\ge1}f_nT_n(x),\qquad f_n=\int_{-1}^{1}w f\,T_n\,dx=\frac1\pi\int_0^\pi F(\theta)\cos n\theta\,d\theta .$$

Integrate by parts twice. The first boundary term contains $\sin n\theta$, which vanishes at $0$ and $\pi$. The second contains $F'(\theta)=-\sin\theta\,f'(\cos\theta)$, which vanishes there as well. The result is

$$f_n=-\frac{1}{\pi n^2}\int_0^\pi F''(\theta)\cos n\theta\,d\theta,\qquad |f_n|\le\frac{\max|F''|}{n^2}.$$

The series of $f$ therefore converges uniformly, and we may average it over the levels term by term:

$$\frac1D\sum_jf(x_j)=f_0\mu_0+2\sum_{n\ge1}f_n\mu_n .$$

Multiplying the expansion of $\rho$ by $f$ and integrating each term gives the same right side, by the definition of $f_n$. The expansion thus holds under an integral with a smooth function. All odd derivatives of $F$ vanish at $0$ and $\pi$, so the integration by parts can be repeated, and for an infinitely differentiable $f$ the $f_n$ fall faster than any power of $1/n$.

Pointwise, the series of a finite matrix does not converge. To see this, write $x=\cos\theta$, $x_j=\cos\theta_j$, and look at a single term,

$$\mu_nT_n(x)=\frac1{2D}\sum_j\big[\cos n(\theta-\theta_j)+\cos n(\theta+\theta_j)\big].$$

If the series converged, this term would tend to zero, and so would the average of its square over $n$. The square contains products $\cos n\alpha\cos n\beta=\frac12[\cos n(\alpha-\beta)+\cos n(\alpha+\beta)]$. Averaged over many $n$, a cosine $\cos n\gamma$ gives 1 if $\gamma$ is a multiple of $2\pi$. Otherwise it gives 0, because the geometric sum of $e^{in\gamma}$ stays bounded. Each product therefore averages to $0$, $\frac12$ or $1$, and never to a negative number. The $2D$ products of a cosine with itself give at least $\frac12$ each. The mean square of the term is thus at least $(2D)^{-2}\cdot2D\cdot\frac12=1/(4D)$, and the series diverges at every $x$ inside the interval.

The same average applied to $\mu_n=\frac1D\sum_j\cos n\theta_j$ gives $D^{-2}\cdot D\cdot\frac12=1/(2D)$ when all levels are distinct. Cross terms then drop out, because neither $\theta_i-\theta_j$ nor $\theta_i+\theta_j$, which lies between $0$ and $2\pi$, is a multiple of $2\pi$. For a random symmetric matrix with $D=40$, the mean square of the first 20 000 moments beyond $\mu_0$ is 0.01247, against $1/(2D)=0.01250$. The moments of a finite matrix keep a memory of its separate levels. A smooth curve requires that the high terms of the series be suppressed. In practice only finitely many moments are available, so the series is cut off, and the way of cutting is treated in the second half.

The moments follow from the recursion. For a start vector $v$ define

$$v_0=v,\qquad v_1=hv,\qquad v_{n+1}=2h\,v_n-v_{n-1}.$$

Then $v_n=T_n(h)v$. If $v$ is the unit vector of site $i$, the scalar product $v\cdot v_n$ is the diagonal element $[T_n(h)]_{ii}$. When each row of $H$ has a bounded number of nonzero elements, one step costs a number of operations proportional to $D$, so $N$ moments for one start vector cost $O(DN)$. The full trace, taken as a sum over all $D$ unit vectors, costs $O(D^2N)$. The cost is linear in $D$ only if the number of start vectors does not grow with $D$.

In the ring one start vector suffices. A shift by two sites leaves $H$ unchanged, and a reflection about the middle of a bond exchanges even and odd sites while leaving $H$ unchanged too. Together these operations carry any site into any other. All diagonal elements of $T_n(h)$ are therefore equal, and each of them is $\mu_n$. In a system with inequivalent sites, one start site would give the density of states weighted with the probability of each eigenstate on that site.

The lowest moments can be found by counting paths, since $(H^n)_{ii}$ is the sum over all closed paths of $n$ hops that start at site $i$, each weighted with the product of its hoppings. Two hops can go out and back over either bond:

$$(H^2)_{ii}=t_1^2+t_2^2=1.36\,t^2,\qquad (h^2)_{ii}=\frac{1.36}{1.7^2}=0.4706 .$$

For four hops, note that $H^2$ applied to the unit vector of site $i$ gives the amplitude $t_1^2+t_2^2$ on the site itself and $t_1t_2$ on each of the two sites at distance two. Because $H$ is symmetric, $(H^4)_{ii}$ is the squared length of this vector:

$$(H^4)_{ii}=(t_1^2+t_2^2)^2+2t_1^2t_2^2=2.5696\,t^4,\qquad (h^4)_{ii}=\frac{2.5696}{1.7^4}=0.3077 .$$

Inserting these into $T_2$ and $T_4$ gives $\mu_2=2(0.470588)-1=-0.0588$ and $\mu_4=8(0.307659)-8(0.470588)+1=-0.3034$, as the recursion does. All odd moments vanish, since every hop changes an even site number into an odd one or the reverse, and the number of sites is even.

Path counting also shows how the size of the ring enters. A closed path can tell the ring from an infinite chain only if it runs all the way round, and this takes at least $D$ hops. As $T_n$ contains powers up to $h^n$, all moments with $n<D$ are those of the infinite chain. At $n=D$, two paths, one for each direction, run round the ring. For a ring of 20 sites they change $\mu_{20}$ by the leading coefficient $2^{19}$ times twice the product of the hoppings,

$$2\cdot2^{19}\,\frac{(t_1t_2)^{10}}{a^{20}}=0.156 ,$$

which is the difference found between the recursions for 20 and for 600 sites. The first 600 moments of our ring, $\mu_0$ to $\mu_{599}$, thus describe an infinite chain.

The density of states is now expressed through Chebyshev moments, which follow from a recursion; the expansion holds under an integral with a smooth function, but for a finite matrix it diverges pointwise. It remains to cut the series off, to damp its high terms so that a smooth curve results, and to evaluate it.

All numerical values are calculated from the stated model.
